Electron Transmission at a 1 eV Upward Step in a Resist Film

**Problem**

A slow secondary electron in an organic resist film travels along the surface normal towards vacuum. Its kinetic energy inside the film, measured from the bottom of the conduction band, is E = 2 eV. At the surface, x = 0, the potential rises abruptly by U = 1 eV and then stays constant. The electron has the same mass on both sides and loses no energy at the surface.

(a) Estimate the reflected fraction by scaling. (b) Find the exact transmitted fraction of the current in this model. (c) Compare the two, and find how the answer changes with direction, mass and the shape of the step.

A classical particle with these energies would always cross, since 1 eV of kinetic energy remains. Any reflection is therefore a wave effect. The algebra uses atomic units, in which ħ, the electron mass and the elementary charge are one; numbers are in eV and Å.

**First estimate by scaling**

A sharp step has no width. The mass, ħ, E and U form one independent dimensionless ratio, s = U/E, so the reflected fraction R can depend on s alone. For a weak step the reflected amplitude r is proportional to U, which gives

r ≈ c s,  R ≈ c² s².

First-order scattering supplies the number c. With k = √(2E), the Schrödinger equation is

ψ″ + k²ψ = 2Vψ.

The outgoing response to a unit point source at x′ is exp(ik|x − x′|)/(2ik): its slope jumps by one at x′, as it must. On the right-hand side, replace ψ by the incident wave exp(ikx). To the left of the potential |x − x′| = x′ − x, so the response is r exp(−ikx), with

r ≈ (1/(ik)) ∫ V(x′) exp(2ikx′) dx′.

The step extends to infinity, so let V fade out very slowly far to the right. Integration by parts then has no end terms and gives

r ≈ (1/(2k²)) ∫ V′(x′) exp(2ikx′) dx′.

The slow fading contributes nothing in the limit, because the exponential oscillates many times while V′ hardly changes. At the sharp step V′ = Uδ(x′), and since k² = 2E,

r ≈ U/(2k²) = U/(4E) = s/4.

Thus c = 1/4. For s = 1/2 the estimate is

r ≈ 1/8,  R ≈ 1/64 ≈ 0.016,

or about 98 percent transmission. Since s is not small, the value of R can be trusted only as an order of magnitude.

**Exact solution**

The wave numbers before and beyond the step are

k1 = √(2E),  k2 = √(2(E − U)).

For an electron arriving from the left,

ψ = exp(ik1x) + r exp(−ik1x) for x < 0,
ψ = t exp(ik2x) for x > 0.

No wave arrives from the right. Integrating ψ″ = 2(V − E)ψ over a vanishing interval around x = 0 gives zero change in ψ′, because V is finite. Hence ψ′ is continuous, and so is ψ. The two conditions are

1 + r = t,
k1(1 − r) = k2t.

Insert the first into the second:

k1 − k1r = k2 + k2r.

Collecting the terms in r gives

r = (k1 − k2)/(k1 + k2),
t = 1 + r = 2k1/(k1 + k2).

Transmission is a ratio of currents, not of densities. The current is j = Im(ψ*ψ′), so the incident, reflected and transmitted waves carry k1, −k1r² and k2t². Therefore

R = r² = (k1 − k2)²/(k1 + k2)²,
T = (k2/k1)t² = 4k1k2/(k1 + k2)².

Their sum is one, because (k1 − k2)² + 4k1k2 = (k1 + k2)².

For the given energies k1 = 0.7245 Å⁻¹ and k2 = 0.5123 Å⁻¹. Their ratio is √(2/1) = √2, so

r = (√2 − 1)/(√2 + 1) = (√2 − 1)² = 0.1716,
R = (√2 − 1)⁴ = 17 − 12√2 = 0.0294,
T = 1 − R = 12√2 − 16 = 0.9706.

**The step transmits about 97 percent of the current.** The density ratio is t² = 1.3726, which exceeds one because the transmitted electron is slower. The factor k2/k1 = 0.7071 turns it into the current ratio: 0.7071 × 1.3726 = 0.9706.

Exchanging k1 and k2 leaves T unchanged. An electron entering the film from vacuum with 1 eV, and so having 2 eV inside, is transmitted equally well.

A moving wave packet gives a separate test. A Gaussian packet, with a position spread of 50 bohr and central wave number k1, was started 300 bohr before the step and followed on a grid of spacing 0.5 bohr. The probability found beyond the step was 0.9699. The formula for T, averaged over the wave numbers in the packet, gives 0.9701. The difference of about 0.0003 is mostly grid error: with the spacing halved to 0.25 bohr the packet gives 0.9701.

**Comparison of the estimate with the exact result**

The estimate R ≈ 0.016 is about half the exact 0.029. To see why, write q = √(1 − s) = k2/k1. Since 1 − q² = s,

r = (1 − q)/(1 + q) = (1 − q)²/s.

For small s, 1 − q = s/2 + s²/8 + …, and hence

r = s/4 + s²/8 + ….

The first term is the scaling estimate. At s = 1/2 the second adds 0.031 to 0.125, and squaring enlarges the relative difference. These two terms give R ≈ 0.024, about two thirds of the way from 0.016 to 0.029; the higher terms, starting with 5s³/64, supply the rest. The absolute error, about 0.014, is the same for R and T, because T = 1 − R. Relative to the exact values it is about half of R but only about 1.4 percent of T.

The estimate fails completely near threshold. When E is only slightly above U, k2 is much smaller than k1, and

T ≈ 4k2/k1 = 4√((E − U)/E),

which tends to zero. This holds for the sharp step; a long-range attractive tail, such as the image potential treated below, keeps T finite at threshold. Below threshold k2 becomes iκ with κ > 0. Then r = (k1 − iκ)/(k1 + iκ) has modulus one, and reflection is total.

**Other directions**

Let the electron approach at angle θ to the normal. A flat surface exerts no force along itself, so the parallel wave number is conserved. With equal masses the parallel kinetic energy E sin²θ is also the same on both sides. The normal motion is the problem already solved, with E replaced by E cos²θ. Escape requires

E cos²θ > U,

which gives a critical angle of 45°. At 30° the normal energy is 1.5 eV and T = 0.928. At 60° it is 0.5 eV, and reflection is total.

Now suppose that the directions inside the film are isotropic. The flux reaching the surface has weight 2 cosθ sinθ dθ over the outward hemisphere. With u = cos²θ this weight is du, taken from 0 to 1, and u > s is needed for escape. Set

u = s cosh²η.

The normal wave numbers are then proportional to cosh η and sinh η, because Eu − U = U sinh²η. Therefore

r = (cosh η − sinh η)/(cosh η + sinh η) = exp(−2η),
R = exp(−4η).

Also du = s sinh(2η) dη. Let η₀ be the value at normal incidence. The mean transmission is

⟨T⟩ = ∫ from s to 1 of (1 − R) du
= 1 − s − s ∫ from 0 to η₀ of exp(−4η) sinh(2η) dη
= 1 − s − (s/2) ∫ from 0 to η₀ of [exp(−2η) − exp(−6η)] dη
= 1 − s − (s/2)[(1 − exp(−2η₀))/2 − (1 − exp(−6η₀))/6].

Here exp(−2η₀) is the normal-incidence r = 0.1716, and its cube is 0.0051. Thus

⟨T⟩ = 0.5 − 0.25 × (0.4142 − 0.1658) = 0.438.

The classical value is 1 − s = 0.5. For equal masses and a sharp, flat step, most of the loss is thus the classical restriction on direction; wave reflection removes a further 0.062 of the arriving flux.

**Mass and shape of the step**

If the effective mass m differs between the two sides, take the kinetic operator as −(1/2)(d/dx)(1/m)(d/dx). Integration across the step then makes ψ′/m continuous instead of ψ′. The second matching condition becomes v1(1 − r) = v2t, with v = k/m, and the current becomes Im(ψ*ψ′/m). At normal incidence the earlier algebra follows with velocities in place of wave numbers:

T = 4v1v2/(v1 + v2)².

Keep E, U and the vacuum mass fixed. An inner mass of 0.5 electron masses gives v1/v2 = 2 and T = 8/9 = 0.889. An inner mass of 2 gives equal velocities and T = 1. The figure of 97 percent therefore depends on the assumption of equal masses. So does the escape cone. The parallel wave number is still conserved, so for inner mass m escape requires mE sin²θ < E − U. For m = 2 the critical angle is 30° and ⟨T⟩ = 0.232. For m = 0.5 every outward direction can escape, T = 8/9 at all angles, and the whole loss is wave reflection.

The step's width matters too. In the first-order formula for r, each part of a gradual rise contributes with its own phase exp(2ikx′). For a potential that only rises, these contributions cannot add to more than the sharp step gives, and they partly cancel when the rise occupies an appreciable part of a wavelength. The wavelength is 8.67 Å inside and 12.26 Å outside. Numerical solution for a linear rise over 2 Å gives T = 0.9825, and over 4 Å T = 0.9975. For a linear rise R does not fall steadily with width, but it tends to zero when the rise is much wider than the wavelengths, and this is how the classical result is approached. Shortening both wavelengths by the same factor at a perfectly sharp step would not do it, because T depends only on k1/k2.

**Reading the result for a resist film**

The step represents the electron affinity of the film. A value near 1 eV is a rough model choice, and it varies with the material and the surface. With E held at 2 eV, a step of 0.5 eV gives T = 0.995 and one of 1.5 eV gives 0.889. A real surface also attracts the departing electron through its image charge. For a rough fast permittivity ε = 2.5, the potential outside was taken as

V = U − p/(4(x + x₀)),  p = (ε − 1)/(ε + 1),  x₀ = p/(4U) = 1.54 Å,

which joins continuously to V = 0 inside. The image term within the film was left out. This potential gives T = 0.998, so the sharp step overstates reflection in this comparison. The tail matters more near threshold: 1 meV above U it gives T = 0.979, against 0.119 for the sharp step, and the isotropic mean becomes 0.496 instead of 0.438. For the sharp step at normal incidence a small shift in energy matters little: raising E by the thermal energy at 300 K, 0.026 eV, raises T by 0.001. Close to the critical angle the sharp-step T is much more sensitive, rising by 0.058 at 44°. With the image potential the rise at 44° is below 0.001.

On the normal path, collisions can remove far more electrons than reflection at the step. For a rough mean free path of 10 Å, the chance of covering 10 Å along the normal without a collision is exp(−1) = 0.368. Multiplication by the sharp-step T gives 0.357 for collision-free escape along that path. This is not the total escape probability, since a scattered electron may still get out. One vibrational loss of roughly 0.37 eV leaves 1.63 eV, for which T = 0.946 at normal incidence. Once losses bring the energy below 1 eV, the electron cannot pass this step unless it first regains energy, for example by absorbing a vibrational quantum. The assumed mean free path is also barely longer than the internal wavelength, so the plane wave inside the film is itself a rough description. The 97 percent is a property of the model interface, not an electron yield of the resist.

Computed results

```
Kinetic energy inside the film E: 2.00 eV
Step height U: 1.00 eV
Kinetic energy beyond the step: 1.00 eV
Wave number k1 inside: 0.7245 1/angstrom
Wave number k2 beyond: 0.5123 1/angstrom
Ratio k1/k2: 1.41421 (no unit)
Wavelength inside: 8.67 angstrom
Wavelength beyond: 12.26 angstrom
Reflection amplitude r: 0.17157 (no unit)
Transmission amplitude t: 1.17157 (no unit)
Density ratio t^2: 1.37258 (no unit)
Current factor k2/k1: 0.70711 (no unit)
Reflection R: 0.02944 (no unit)
Transmission T: 0.97056 (no unit)
Transmission T in percent: 97.06 %
T from lattice Hamiltonian: 0.97056 (no unit)
T for reverse passage, lattice: 0.97056 (no unit)
T from moving wave packet: 0.96986 (no unit)
Formula averaged over packet: 0.97012 (no unit)
Critical angle: 45.00 degrees
T at 30 degrees: 0.9282 (no unit)
R at 60 degrees, lattice: 1.0000 (no unit)
Isotropic flux average of T: 0.4379 (no unit)
Same average, lattice: 0.4379 (no unit)
Classical isotropic average: 0.5000 (no unit)
T, step spread over 2 angstrom: 0.9825 (no unit)
T, step spread over 4 angstrom: 0.9975 (no unit)
Rough fast permittivity of film: 2.5 (no unit)
Image potential offset: 1.54 angstrom
T with vacuum-side image potential: 0.9978 (no unit)
T, inner mass 0.5 electron masses: 0.8889 (no unit)
T, inner mass 2.0 electron masses: 1.0000 (no unit)
T for step 0.5 eV: 0.9948 (no unit)
T for step 1.5 eV: 0.8889 (no unit)
Thermal energy at 300 K: 0.0259 eV
Change of T when E rises by that: 0.00105 (no unit)
Rough vibrational loss: 0.37 eV
T after one such loss: 0.9456 (no unit)
Depth of origin: 10.0 angstrom
Rough mean free path: 10.0 angstrom
Collision-free survival: 0.3679 (no unit)
Survival times T, normal path: 0.3571 (no unit)
```
